# Bloch Periodicity on a Real-Space Grid: Twisted Boundaries versus Cell-Periodic Equations

A band calculation often needs energies at wavevectors outside the first Brillouin zone, for instance at \(k+q\) when states at \(k\) and \(k+q\) are coupled by a perturbation. One must then decide whether the program may be run at \(k+q\) as it stands, or whether the wavevector must first be folded back by a reciprocal lattice vector. In the continuum the choice is immaterial. On a real-space grid it depends on how the wavevector enters the discrete equations.

## The continuum equation and two discretisations

Consider one electron in one dimension, in atomic units, with a real, smooth, local potential \(V(x)\) of period \(a\). Let \(G=2\pi/a\). A Bloch state is \(\psi(x)=e^{ikx}u(x)\), with \(u\) of period \(a\). The product rule gives \(\psi'=e^{ikx}(d/dx+ik)u\), and applying it twice turns the Schrödinger equation into

\[
-\tfrac12\Big(\frac{d}{dx}+ik\Big)^2u+Vu=Eu. \tag{1}
\]

If \(u\) solves (1) at \(k\), then \(e^{-iGx}u\) is also periodic, and

\[
\Big(\frac{d}{dx}+i(k+G)\Big)e^{-iGx}u=e^{-iGx}\Big(\frac{d}{dx}+ik\Big)u. \tag{2}
\]

It therefore solves (1) at \(k+G\) with the same energy. This proof of \(E(k+G)=E(k)\) rests on the product rule, which finite differences do not obey.

Take \(N\) points \(x_j=jh\) per cell, with \(h=a/N\), and centred stencils of \(2r+1\) points, \(r<N/2\):

\[
(D_2f)_j=\frac1{h^2}\sum_{m=-r}^{r}c_mf_{j+m},\qquad
(D_1f)_j=\frac1h\sum_{m=-r}^{r}d_mf_{j+m}. \tag{3}
\]

The weights are fixed by requiring exact derivatives at the central point for polynomials of degree up to \(2r\). They are real, with \(c_{-m}=c_m\) and \(d_{-m}=-d_m\).

**Scheme A** discretises the equation for \(\psi\), using \(-\frac12D_2+V\), and imposes the twisted condition \(\psi_{j+N}=e^{ika}\psi_j\).

**Scheme B** expands the square in (1) and discretises each derivative, acting on periodic \(u\):

\[
H_B(k)=-\tfrac12\big(D_2+2ikD_1-k^2\big)+V. \tag{4}
\]

This matrix is Hermitian, because \(D_2\) is real symmetric and \(D_1\) is real antisymmetric.

## Why the twisted scheme is periodic

Let \(j\) and \(l\) label points in one cell. A hop from \(j\) by \(m\) points lands on the image of \(l\) displaced by \(w\) cells, where \(j+m=l+wN\). The twisted condition replaces the value there by \(e^{ikaw}\psi_l\), so

\[
[H_A(k)]_{jl}=V_j\delta_{jl}-\frac1{2h^2}\sum_{m,w:\;j+m=l+wN}c_m\,e^{ikaw}. \tag{5}
\]

The wavevector enters through \(e^{ika}\) alone. Since \(e^{i(k+G)aw}=e^{ikaw}e^{2\pi iw}=e^{ikaw}\),

\[
H_A(k+G)=H_A(k). \tag{6}
\]

The matrix is unchanged, and so is its whole spectrum, at every spacing \(h\). This says nothing about the accuracy of the energies, which still carry the error of \(D_2\).

Working with a periodic function is not what destroys this property. Put \(\psi_j=e^{ikx_j}u_j\) into scheme A and multiply by \(e^{-ikx_j}\). Because \(x_{j+m}-x_j=mh\),

\[
[H_A'(k)u]_j=-\frac1{2h^2}\sum_m c_m e^{ikmh}u_{j+m}+V_ju_j, \tag{7}
\]

with \(u_{j+N}=u_j\). This is a unitary change of variables, so \(H_A'\) has the spectrum of \(H_A\). Raising \(k\) by \(G\) multiplies each hop by \(e^{iGmh}=e^{-iGx_j}e^{iGx_{j+m}}\). With the diagonal matrix \(W_{jj}=e^{iGx_j}\), which is periodic because \(Ga=2\pi\),

\[
H_A'(k+G)=W^\dagger H_A'(k)W. \tag{8}
\]

Equation (8) is the discrete counterpart of (2). A cell-periodic method that keeps the phases inside the stencil thus retains the periodicity; scheme B does not keep them.

## What the stencils do to a plane wave

On \(e^{iqx}\), \(D_2\) gives the factor \(-s_2(q)\) and \(D_1\) gives \(is_1(q)\). With \(\theta=qh\) and the symmetries of the weights,

\[
s_2(q)=-\frac1{h^2}\sum_mc_m\cos m\theta,\qquad
s_1(q)=\frac1h\sum_md_m\sin m\theta. \tag{9}
\]

The exact values would be \(q^2\) and \(q\). To find the leading error for every \(r\), expand \(\theta^2\) in powers of \(\sin(\theta/2)\). Let \(f(y)=(\arcsin y)^2\). Then \(\sqrt{1-y^2}\,f'=2\arcsin y\), and differentiating once more and multiplying by \(\sqrt{1-y^2}\) gives

\[
(1-y^2)f''-yf'=2. \tag{10}
\]

Insert \(f=\sum_{j\ge1}b_jy^{2j}\). The constant term gives \(b_1=1\). The coefficient of \(y^{2j}\) gives

\[
(2j+2)(2j+1)b_{j+1}=\big[2j(2j-1)+2j\big]b_j=4j^2b_j. \tag{11}
\]

This recursion is solved by \(b_j=\frac12\,4^j[(j-1)!]^2/(2j)!\), which also gives \(b_1=1\). Setting \(y=\sin(\theta/2)\), so that \(\theta^2=4f\) for \(|\theta|\le\pi\), yields

\[
\theta^2=\sum_{j=1}^{\infty}\frac{2[(j-1)!]^2}{(2j)!}\Big(2\sin\frac\theta2\Big)^{2j}. \tag{12}
\]

Cut this series after \(j=r\). Since \((2\sin\frac\theta2)^2=2-2\cos\theta\), the result is a sum of cosines up to \(\cos r\theta\), which a symmetric stencil of \(2r+1\) points can produce. It agrees with \(\theta^2\) through order \(\theta^{2r}\). In terms of the weights, this agreement means \(\sum_mc_mm^j=2\delta_{j2}\) for \(j=0,\dots,2r\), which is the polynomial condition that defines \(D_2\). These are \(2r+1\) linear equations with a Vandermonde matrix of distinct nodes, so their solution is unique. The truncated series is therefore \(h^2s_2\), and the first omitted term gives

\[
s_2(q)=q^2-\alpha h^{2r}q^{2r+2}+O(h^{2r+2}),\qquad
\alpha=\frac{2(r!)^2}{(2r+2)!}. \tag{13}
\]

For orders 2, 4 and 6, \(\alpha=1/12\), \(1/90\) and \(1/560\).

The first derivative needs no separate expansion. From (9) and (13), with a prime for \(d/dq\),

\[
\tfrac12s_2'(q)=\frac1h\sum_m\frac{mc_m}{2}\sin m\theta
=q-(r+1)\alpha h^{2r}q^{2r+1}+O(h^{2r+2}). \tag{14}
\]

The weights \(mc_m/2\) are antisymmetric, occupy the same \(2r+1\) points, and reproduce \(q\) with no error through order \(\theta^{2r}\). They satisfy the conditions that define \(D_1\), whose solution is unique for the same reason as before. Hence

\[
d_m=\tfrac12mc_m,\qquad s_1(q)=\tfrac12s_2'(q). \tag{15}
\]

For \(r=1\) these are the familiar \(s_2=(2-2\cos qh)/h^2\) and \(s_1=\sin(qh)/h\).

## Where the periodicity is lost

A Fourier component \(q=nG\) of \(u\) belongs to the component \(p=k+q\) of \(\psi\). Its kinetic energies in the two schemes are

\[
T_A=\tfrac12s_2(k+q),\qquad
T_B=\tfrac12\big[s_2(q)+k\,s_2'(q)+k^2\big]. \tag{16}
\]

The second follows from (4), since \(-\frac12(2ik)(is_1)=ks_1=\frac12ks_2'\). Compare it with the Taylor series

\[
T_A=\tfrac12\big[s_2(q)+k\,s_2'(q)+\tfrac12k^2s_2''(q)+\cdots\big]. \tag{17}
\]

Scheme B keeps the first two terms, replaces \(s_2''\) by its continuum value 2, and drops the rest. A shift \(k\to k+G\) accompanied by \(q\to q-G\) leaves \(k+q\), and hence \(T_A\), unchanged. \(T_B\) depends on \(k\) and \(q\) separately.

This alone does not prove that the eigenvalues change once \(V\) is present. The trace does. Because \(d_0=0\) and \(r<N/2\), \(D_1\) has no diagonal elements. The trace of (4) therefore depends on \(k\) through \(Nk^2/2\) alone, and

\[
\operatorname{Tr}H_B(k+G)-\operatorname{Tr}H_B(k)
=\frac N2\big[(k+G)^2-k^2\big]=N\Big(kG+\frac{G^2}2\Big). \tag{18}
\]

Equal spectra would have equal traces. For any local \(V\), the spectrum of scheme B at \(k+G\) thus differs from that at \(k\), unless \(k=-G/2\). The mean shift per level, \(kG+G^2/2\), does not diminish as \(h\to0\). Convergence can be claimed for a fixed low band, but not for all the grid levels together.

The exception has a physical origin. \(D_1\), \(D_2\) and \(V\) are real, so \(H_B(k)^*=H_B(-k)\). Complex conjugation of a Hermitian matrix leaves its eigenvalues unchanged, which gives time-reversal symmetry, \(E_B(-k)=E_B(k)\). At \(k=-G/2\) the shifted wavevector is \(+G/2\), and the spectra agree.

## The mismatch of a resolved band

Take a nondegenerate band whose exact state is \(\psi=\sum_pc_pe^{ipx}\), with \(p=k+nG\) and \(\sum_p|c_p|^2=1\). The band is resolved when \(|p|h\) and \(|q|h\) are small for all components that matter. For smooth \(V\) the \(c_p\) fall faster than any power of \(1/|p|\), so components too short for the grid do not affect the powers of \(h\) found below.

The stencil error is a small perturbation, diagonal in plane waves. For scheme A, (13) gives \(T_A-\frac12p^2=-\frac12\alpha h^{2r}p^{2r+2}\) to leading order, so first-order perturbation theory yields

\[
E_A-E=-\tfrac12\alpha h^{2r}\sum_p|c_p|^2p^{2r+2}+O(h^{2r+2}). \tag{19}
\]

Now run scheme B at \(\kappa\), which may be \(k\) or \(k+G\). The exact state is the same for both, but its periodic part has components \(q=p-\kappa\). Inserting (13) and (14) into (16) gives

\[
T_B-\tfrac12p^2=-\tfrac12\alpha h^{2r}g_\kappa(p),\quad
g_\kappa(p)=q^{2r+2}+(2r+2)\kappa q^{2r+1}, \tag{20}
\]

to leading order, because \(\frac12(q^2+2\kappa q+\kappa^2)=\frac12p^2\). Averaging over \(|c_p|^2\) and subtracting the result at \(k\) from that at \(k+G\),

\[
\Delta\equiv E_B(k+G)-E_B(k)
=-\tfrac12\alpha h^{2r}\sum_p|c_p|^2\big[g_{k+G}(p)-g_k(p)\big]+O(h^{2r+2}). \tag{21}
\]

Second-order perturbation theory contributes at order \(h^{4r}\), which is covered by the remainder since \(r\ge1\). The mismatch thus has the truncation order of the stencil, unless the sum happens to vanish.

A free electron shows the coefficient plainly. For \(|k|<G/2\) the lowest state is \(p=k\). At \(\kappa=k\) it has \(q=0\), and scheme B gives \(k^2/2\) without error. At \(\kappa=k+G\) the same state has \(q=-G\), so

\[
g_{k+G}=G^{2r+2}-(2r+2)(k+G)G^{2r+1}
=-G^{2r+1}\big[(2r+1)G+(2r+2)k\big], \tag{22}
\]

\[
\Delta_{\rm free}\simeq\tfrac12\alpha h^{2r}G^{2r+1}\big[(2r+1)G+(2r+2)k\big]>0. \tag{23}
\]

A constant \(u\) has been replaced by the oscillating \(e^{-iGx}\), which the stencils must now differentiate.

Formula (23) does not vanish as \(k\to-G/2\), although the spectra agree there. The reason is a level crossing. At \(\kappa=k+G\) the state \(p=k+G\) has \(q=0\) and energy \((k+G)^2/2\), which exceeds \(k^2/2\) by \(G(k+G/2)\). When this separation falls below \(\Delta_{\rm free}\), the state \(p=k\) is no longer the lowest, and (23) ceases to describe the lowest band.

## The slope at the zone boundary

If a band is both even and periodic in \(k\), then

\[
E(G/2+\delta)=E(-G/2+\delta)=E(G/2-\delta). \tag{24}
\]

A nondegenerate band is differentiable, so its slope at \(G/2\) is zero. Scheme A inherits this. Scheme B is even but not periodic. Evenness gives \(E_B(G/2-\delta)=E_B(-G/2+\delta)\), hence

\[
E_B(G/2+\delta)-E_B(G/2-\delta)=\Delta(-G/2+\delta). \tag{25}
\]

Dividing by \(2\delta\) and letting \(\delta\to0\), with \(\Delta(-G/2)=0\), gives

\[
\left.\frac{dE_B}{dk}\right|_{G/2}=\frac12\left.\frac{d\Delta}{dk}\right|_{-G/2}=O(h^{2r}). \tag{26}
\]

Folding every wavevector into the first zone makes the band of scheme B periodic by definition. Where this slope is nonzero, the repeated band has a kink at the boundary, and the group velocity jumps there.

## Squaring the discrete first derivative

One may also discretise (1) literally, as \(-\frac12(D_1+ik)^2+V\). Since \((D_1+ik)^2=D_1^2+2ikD_1-k^2\), the trace depends on \(k\) as before, and (18) again excludes equal spectra at \(k\) and \(k+G\), except at \(k=-G/2\).

This form has a further defect, plainest for even \(N\). The alternating function \((-1)^j\) has \(q=\pi/h\), where every \(\sin m\pi\) in (9) vanishes. At \(k=0\) its kinetic energy \(\frac12s_1^2\) is therefore zero, although it is the most rapidly varying function on the grid. With the three-point \(D_2\), \(\frac12s_2=2/h^2\), which is 32 hartree at \(h=0.25\) bohr. An odd \(N\) does not remove the defect. The component with \(qh=\pi+\pi/N\) has, for \(r=1\), \(s_1=-\sin(\pi/N)/h\approx-G/2\), so its kinetic energy \(\frac12(s_1+k)^2\) nearly vanishes at \(k=G/2\). For the model lattice below with \(N=65\), the lowest level at \(k=G/2\) is then \(-0.058\) hartree, where the true band has \(-0.038\) hartree.

## A model lattice

Take \(a=8\) bohr and \(V=-0.20\cos Gx+0.05\sin2Gx\) hartree. Then \(G=0.7854\) and \(k=0.2G=0.1571\) bohr\(^{-1}\). Diagonalising the Hamiltonian in 29 plane waves gives the reference energy of the lowest band, \(E(k)=-0.051505\) hartree, and the weights \(|c_p|^2\) for (21). The grid energies are lowest eigenvalues of the matrices (5) and (4).

With \(N=32\), \(h=0.25\) bohr and the second-order stencil, scheme A gives \(-0.051670\) hartree at both \(k\) and \(k+G\). Scheme B gives \(-0.051627\) hartree at \(k\) and \(-0.045302\) hartree at \(k+G\), so

\[
\Delta=-0.045302+0.051627=0.006325\ \text{hartree}, \tag{27}
\]

or 172 meV. At the same spacing, the fourth- and sixth-order stencils reduce the mismatch to 4.3 and 0.15 meV.

The mismatch \(\Delta\) in hartree varies with the grid as follows.

| Order | \(N=32\) | \(N=64\) | \(N=128\) |
|---|---|---|---|
| 2 | \(6.32\times10^{-3}\) | \(1.617\times10^{-3}\) | \(4.07\times10^{-4}\) |
| 4 | \(1.57\times10^{-4}\) | \(9.97\times10^{-6}\) | \(6.26\times10^{-7}\) |
| 6 | \(5.44\times10^{-6}\) | \(8.75\times10^{-8}\) | \(1.38\times10^{-9}\) |

From \(N=64\) to 128, the base-2 logarithm of the ratio of mismatches is 1.992, 3.995 and 5.990 for the three orders. The leading term of (21) gives \(1.630\times10^{-3}\) hartree for second order at \(N=64\), which is 0.8% above the computed value.

At \(k=0.2G\) itself, scheme B is not the less accurate one. For second order and \(N=64\), its error relative to the plane-wave reference is \(-3.03\times10^{-5}\) hartree, against \(-4.11\times10^{-5}\) hartree for scheme A. At \(k+G\) the error of scheme A is unchanged, while that of scheme B becomes

\[
-3.03\times10^{-5}+1.617\times10^{-3}=1.587\times10^{-3}\ \text{hartree}, \tag{28}
\]

about 39 times larger in magnitude than that of scheme A. The comparison inside the first zone depends on \(k\): at \(k=G/2\), on the same grid, the error of scheme B is \(1.12\times10^{-4}\) hartree, 2.6 times that of scheme A in magnitude.

The trace shows how different the high levels are. For \(N=32\), the mean shift per level is \(0.1571\times0.7854+0.7854^2/2=0.4318\) hartree, far above the 0.0063 hartree of the lowest band.

At the zone boundary the lowest band is separated from the next by 0.195 hartree (scheme A, second order, \(N=64\)), so the slope argument applies. A central difference of the lowest eigenvalue of scheme B, with a step of \(10^{-3}\) bohr\(^{-1}\), gives slopes of \(5.03\times10^{-3}\) and \(1.26\times10^{-3}\) hartree bohr for \(N=32\) and 64. Their ratio of 3.98 is close to the factor 4 expected from (26) with \(r=1\).

For the decision posed at the start, scheme A, or its phased form (7), may be run at \(k+q\) directly. With scheme B the wavevector should first be folded into the first zone, so that each state receives a single energy. The gain in accuracy from folding was shown above for the lowest band only; a free-electron state \(p=k-G\) of a higher band has \(q=0\), and by (16) no stencil error, at the unfolded \(\kappa=k-G\). If \(k'=k+q-nG\) is the folded wavevector and \(u_{k'}\) the computed function, the periodic function belonging to \(k+q\) is \(e^{-inGx}u_{k'}\), by (2). The residual kink at the zone boundary then has to be judged against the accuracy required of the group velocity. All of this was derived for one dimension and a local potential. In two dimensions time reversal connects \((G/2,k_y)\) with \((-G/2,-k_y)\), not with \((-G/2,k_y)\), so without a mirror symmetry the folded band of scheme B can jump in energy across a zone face. For \(V=-0.1[\cos Gx+\cos Gy+\cos G(x+y)]\) hartree, \(k_y=G/4\) and the second-order stencil, the jump of the lowest band is \(9.0\times10^{-5}\) and \(2.3\times10^{-5}\) hartree for 12 and 24 points per side.
